\section*{Thomson scattering linewidth of a low-temperature plasma at 90 degrees}

\section{Problem}

A laser beam of wavelength $\lambda=532$ nm crosses a low-pressure processing plasma. Light scattered by the free electrons is collected at $\theta=90^\circ$ to the beam and dispersed in a spectrometer. The electrons have a Maxwellian velocity distribution with $k_BT=2$ eV and no mean drift. The laser is polarized perpendicular to the plane containing the incident and collected rays.

(a) Estimate the width of the scattered spectrum by scaling. (b) Derive its shape and its full width at half maximum (FWHM), $W$. (c) Compare the two, and decide how far a measured width can be trusted as a thermometer.

For (b), take the electrons as uncorrelated, the laser line as narrow, and the collection cone as small. Keep the first order in $v/c$. These assumptions are examined afterwards for an electron density of $10^{12}$ cm$^{-3}$ and a gas at 10 mTorr and 400 K.

\section{First estimate by scaling}

A moving electron shifts the wavelength by a fraction of order $v/c$. The velocity scale of a Maxwellian is $v_T=\sqrt{k_BT/m}$, where $m$ is the electron mass. With $mc^2=510999$ eV,
\begin{equation}
\frac{v_T}{c}=\sqrt{\frac{2}{510999}}=\sqrt{3.914\times10^{-6}}=1.978\times10^{-3},
\end{equation}
so that
\begin{equation}
W\sim\lambda\frac{v_T}{c}=532\times1.978\times10^{-3}\ \text{nm}\approx1.05\ \text{nm}.
\end{equation}
The estimate gives the proportionality to $\lambda\sqrt T$. It cannot supply the dependence on angle or the numerical factor between a typical velocity and a full width.

\section{Solution}

\subsection{Doppler shift of one electron}

Let $\mathbf n_i$ and $\mathbf n_s$ be unit vectors along the incident and scattered rays, with wave vectors $\mathbf k_i=(\omega_i/c)\mathbf n_i$ and $\mathbf k_s=(\omega_s/c)\mathbf n_s$. On the path $\mathbf r=\mathbf r_0+\mathbf vt$, the incident phase $\mathbf k_i\cdot\mathbf r-\omega_it$ changes at the rate $-(\omega_i-\mathbf k_i\cdot\mathbf v)$. The electron is driven at this rate, and the wave it emits must have the same rate of phase at the electron:
\begin{equation}
\omega_s-\mathbf k_s\cdot\mathbf v=\omega_i-\mathbf k_i\cdot\mathbf v .
\end{equation}
With $\beta_i=\mathbf n_i\cdot\mathbf v/c$ and $\beta_s=\mathbf n_s\cdot\mathbf v/c$ this is $\omega_s(1-\beta_s)=\omega_i(1-\beta_i)$. Wavelength is inversely proportional to frequency, hence
\begin{equation}
\frac{\lambda_s}{\lambda}=\frac{1-\beta_s}{1-\beta_i},\qquad
\frac{\lambda_s-\lambda}{\lambda}=\frac{\beta_i-\beta_s}{1-\beta_i}\approx-(\beta_s-\beta_i).
\label{doppler}
\end{equation}
The last form drops terms of second order in $v/c$. To the same order $\mathbf k=\mathbf k_s-\mathbf k_i=(2\pi/\lambda)(\mathbf n_s-\mathbf n_i)$. Since $|\mathbf n_s-\mathbf n_i|^2=2-2\cos\theta=4\sin^2(\theta/2)$,
\begin{equation}
k=\frac{4\pi}{\lambda}\sin\frac\theta2 .
\end{equation}
Let $v_k$ be the velocity component along $\mathbf k$. Then $\beta_s-\beta_i=2\sin(\theta/2)\,v_k/c$, and
\begin{equation}
\Delta\lambda=\lambda_s-\lambda=-2\lambda\sin\frac\theta2\,\frac{v_k}{c}.
\label{shift}
\end{equation}
An electron moving along $+\mathbf k$ shifts the light to the blue. At $90^\circ$ the direction $\mathbf k$ bisects the collected ray and the reversed laser beam.

\subsection{Why the powers add}

Apart from a common amplitude, the field of electron $j$ at the detector is $e^{-i\omega_it-i\mathbf k\cdot\mathbf r_j(t)}$. The correlation of the total field of $N$ electrons is
\begin{equation}
C(\tau)=e^{-i\omega_i\tau}\sum_{j,l}\left\langle e^{i\mathbf k\cdot\mathbf r_j(t)}e^{-i\mathbf k\cdot\mathbf r_l(t+\tau)}\right\rangle .
\end{equation}
For $j\ne l$ and independent positions the average factorizes. Each factor averages a phase over a volume many wavelengths across and vanishes. For $j=l$ the initial position cancels, leaving
\begin{equation}
C(\tau)=Ne^{-i\omega_i\tau}\left\langle e^{-ikv_k\tau}\right\rangle .
\end{equation}
The spectrum per electron is the Fourier transform
\begin{equation}
\frac1{2\pi N}\int C(\tau)e^{i\omega_s\tau}d\tau
=\left\langle\delta(\omega_s-\omega_i-kv_k)\right\rangle ,
\end{equation}
which is the distribution of $v_k$ on a frequency scale. A Maxwellian gives $\langle e^{-ikv_k\tau}\rangle=e^{-k^2v_T^2\tau^2/2}$.

A simulation of 4000 sets of 100 random electrons gave correlations per electron of 0.982, 0.589 and 0.106 at $kv_T\tau=0$, 1 and 2, against 1, 0.607 and 0.135 from this law. The statistical error is between 0.01 and 0.02. The last value lies more than two standard errors low. With errors of this size the simulation is only a coarse test of the law.

\subsection{Shape and width}

The normalized Maxwellian is $(2\pi v_T^2)^{-3/2}e^{-v^2/2v_T^2}$. Integration over each of the two components perpendicular to $\mathbf k$ gives a factor $(2\pi v_T^2)^{1/2}$, so
\begin{equation}
F(v_k)=\frac1{\sqrt{2\pi}\,v_T}\exp\left(-\frac{v_k^2}{2v_T^2}\right).
\end{equation}
By (\ref{shift}), $\Delta\lambda$ is proportional to $v_k$, and the spectrum is a Gaussian with standard deviation
\begin{equation}
\sigma=2\lambda\sin\frac\theta2\,\frac{v_T}{c}.
\end{equation}
It falls to half its peak where $e^{-x^2/2\sigma^2}=1/2$, that is at $x=\pm\sigma\sqrt{2\ln2}$. Therefore
\begin{equation}
W=2\sqrt{2\ln2}\,\sigma
=4\lambda\sin\frac\theta2\sqrt{\frac{2\ln2\,k_BT}{mc^2}} .
\label{width}
\end{equation}
For the present case
\begin{align}
\sigma&=2\times532\times0.7071\times1.978\times10^{-3}\ \text{nm}=1.488\ \text{nm},\\
W&=2.355\times1.488\ \text{nm}=3.50\ \text{nm}.
\end{align}
The half-maximum points lie at 530.25 and 533.75 nm. The half-width at $1/e$ of the peak is $\sqrt2\,\sigma=2.105$ nm; a quoted width must say which measure it uses.

At fixed wavelength and angle, $W=2.478\sqrt{T_{\rm eV}}$ nm, where $T_{\rm eV}$ is $k_BT$ in eV. Since $T\propto W^2$, a small relative error in width produces twice that relative error in temperature.

\section{Comparison of the estimate and the solution}

The solution exceeds the estimate by
\begin{equation}
\frac{W}{\lambda v_T/c}=2\sin\frac\theta2\times2\sqrt{2\ln2}=1.414\times2.355=3.33 .
\end{equation}
The first factor is geometrical. The light is shifted once on reaching the electron and once on leaving it. At $90^\circ$ these shifts depend on two perpendicular, statistically independent velocity components, so their variances add and the spread grows by $\sqrt2$. The second factor converts a standard deviation to a full width.

The angular factor also separates two limits. In backscattering, $\theta\to180^\circ$, the two shifts add for the same velocity component and $W$ is $\sqrt2$ times its value at $90^\circ$. In forward scattering they cancel and $W\to0$. There $k\to0$ too, and the assumption of uncorrelated electrons fails, as shown next.

\section{Conditions on the result}

\subsection{Correlations between electrons}

Electrons repel one another, so a density fluctuation $\delta n_0$ due to free motion is altered by the field it produces; a slow fluctuation is partly screened. Let the total fluctuation be $\delta n=\delta n_0+\delta n_{\rm ind}$. Poisson's equation gives the potential $\phi=-e\,\delta n/(\epsilon_0k^2)$. With $n$ the mean density, the linearized collisionless kinetic equation for the induced part $f_1$ is
\begin{equation}
-i(\omega-kv)f_1+\frac{ie k\phi}{m}\,nF'(v)=0 ,
\end{equation}
where $\omega=\omega_s-\omega_i$. Solving for $f_1$, integrating over $v$ and using $F'=-vF/v_T^2$ gives $\delta n_{\rm ind}=-\chi\,\delta n$, with
\begin{equation}
\chi=\alpha^2\int\frac{vF(v)}{v-\omega/k}\,dv,\qquad
\alpha=\frac1{k\lambda_D},\quad \lambda_D=\sqrt{\frac{\epsilon_0k_BT}{ne^2}} .
\end{equation}
The pole is passed as for $\omega$ with a small positive imaginary part. Then $\delta n=\delta n_0/(1+\chi)$, and the Gaussian spectrum is divided by $|1+\chi|^2$. At the line centre $\chi=\alpha^2$, so the free-electron result requires $\alpha\ll1$.

Here $k=1.67\times10^7$ m$^{-1}$ and $\lambda_D=10.5$ $\mu$m, giving $\alpha=0.0057$. Screening is stronger at the centre than at the half-maximum points and therefore widens the line, but by a mere 0.0042\%. The leading change is proportional to $\alpha^2$, hence to density. At the same temperature and angle it reaches 1\% at $2.4\times10^{14}$ cm$^{-3}$. This calculation holds the ions fixed and omits the light scattered by their screening clouds. For singly charged ions, a cloud has amplitude $\alpha^2/(1+\alpha^2)$ relative to one electron, so its power is of order $\alpha^4$ and negligible here.

\subsection{Next order in the velocity}

The symmetric Gaussian belongs to the first order in $v/c$. To find the asymmetry, the scattering rate is needed as well as the shift. With $\gamma=(1-v^2/c^2)^{-1/2}$, the photon flux seen by the electron is multiplied by $\gamma(1-\beta_i)$. Aberration turns a laboratory solid angle $d\Omega$ into $d\Omega/[\gamma^2(1-\beta_s)^2]$, and time dilation contributes $1/\gamma$. The photon rate is thus weighted by $(1-\beta_i)/(1-\beta_s)^2$, apart from second-order terms. For the stated polarization the dipole pattern is at its maximum, so its change is also of second order.

At $90^\circ$, $\beta_i$ and $\beta_s$ are independent Gaussian variables with variance $b^2=k_BT/mc^2$ and density $g$. Put $r=\lambda_s/\lambda$. Equation (\ref{doppler}) gives $\beta_s=1-r(1-\beta_i)$ and $|d\beta_s/dr|=1-\beta_i$. The photon spectrum is
\begin{align}
P(r)&\propto\int g(\beta_i)g(\beta_s)\frac{(1-\beta_i)^2}{(1-\beta_s)^2}\,d\beta_i
=\frac1{r^2}\int g(\beta_i)g(1-r+r\beta_i)\,d\beta_i\nonumber\\
&\propto\frac1{r^2\sqrt{1+r^2}}\exp\left[-\frac{(r-1)^2}{2b^2(1+r^2)}\right].
\end{align}
The last integral is the probability density of $\beta_s-r\beta_i$, whose variance is $b^2(1+r^2)$, at the value $1-r$. For $r=1+\varepsilon$,
\begin{equation}
\ln P=\text{const}-\frac{\varepsilon^2}{4b^2}+\frac{\varepsilon^3}{4b^2}-\frac{5\varepsilon}2+\dots
\end{equation}
Without the last two terms the half-maximum points are $\pm q$, with $q^2=4b^2\ln2$. Let both move by $\delta$. At $+q$ the condition that $\ln P$ keep its half-maximum value is
\begin{equation}
-\frac{q\delta}{2b^2}+\frac{q^3}{4b^2}-\frac{5q}2=0,
\end{equation}
and at $-q$ every sign is reversed. Hence $\delta=q^2/2-5b^2=(2\ln2-5)b^2$. The midpoint moves by $\lambda\delta=-0.0075$ nm, to the blue.

Recoil acts the other way. An electron initially at rest takes up momentum $\hbar k$, so $\omega_i-\omega_s=\hbar k^2/2m$ to leading order. Conversion to wavelength gives
\begin{equation}
\Delta\lambda_{\rm rec}=\frac{\lambda^2}{2\pi c}\,\frac{\hbar k^2}{2m}
=\frac{2h}{mc}\sin^2\frac\theta2=0.0024\ \text{nm}.
\end{equation}
Both shifts are far below $W$. Direct integration over velocities, with the full Doppler ratio and the rate factor, gives $W=3.5049$ nm against 3.505 nm from (\ref{width}).

\subsection{Electrons that are not Maxwellian}

The temperature enters through the assumed distribution. As a contrasting case take the Druyvesteyn form $f\propto e^{-v^4/a^4}$, which has fewer fast electrons, at the same mean energy. With $p$ the speed perpendicular to $\mathbf k$ and $y=(v_k^2+p^2)/a^2$, its projection is
\begin{equation}
F(v_k)\propto\int_0^\infty p\,e^{-(v_k^2+p^2)^2/a^4}dp
=\frac{a^2}2\int_{v_k^2/a^2}^\infty e^{-y^2}dy
\propto\operatorname{erfc}\left(\frac{v_k^2}{a^2}\right).
\end{equation}
Half maximum occurs at $v_k^2=0.477a^2$. The scale $a$ follows from the mean energy:
\begin{equation}
3v_T^2=\langle v^2\rangle
=\frac{\int_0^\infty v^4e^{-v^4/a^4}dv}{\int_0^\infty v^2e^{-v^4/a^4}dv}
=a^2\frac{\Gamma(5/4)}{\Gamma(3/4)} .
\end{equation}
The ratio of this width to the Maxwellian one is therefore
\begin{equation}
\left[\frac{0.477\times3\,\Gamma(3/4)/\Gamma(5/4)}{2\ln2}\right]^{1/2}=1.181 ,
\end{equation}
and the FWHM becomes 4.14 nm. Read through (\ref{width}), it would give 2.79 eV, although two thirds of the mean energy is still 2 eV. The profile has a flatter top and weaker far wings than a Gaussian, so the whole line shape carries information that its half-width discards.

\section{The processing plasma}

The chosen values are rough ones for a low-pressure inductively coupled plasma; $10^{12}$ cm$^{-3}$ is towards the dense end. In such devices inelastic collisions and wall losses can deplete the fast electrons, which breaks the Maxwellian assumption. The Druyvesteyn case shows the possible scale of the error when the half-width is read directly, 18\% in width and about 40\% in inferred temperature, and is not a prediction for a given reactor. Frequent collisions between electrons favour a Maxwellian bulk, and the error is then smaller. At $10^{12}$ cm$^{-3}$ and 2 eV their rate is roughly $10^7$ s$^{-1}$, far above the rate of energy loss in elastic collisions with the gas (below $10^3$ s$^{-1}$ for atoms of mass 40 u), so the Druyvesteyn form probably overstates the departure of the bulk here. If a 2 eV Maxwellian merely loses all electrons above 11.5 eV, the temperature read from the half-width exceeds two thirds of the mean energy by about 3\%. An added hot tail has the opposite effect: if 95\% of the electrons form a 2 eV Maxwellian and 5\% a 10 eV one, the half-width gives 2.05 eV, while two thirds of the mean energy is 2.40 eV.

A Gaussian instrument profile of 0.5 nm FWHM adds in quadrature, because convolution adds variances:
\begin{equation}
\sqrt{3.505^2+0.5^2}\ \text{nm}=3.54\ \text{nm}.
\end{equation}
Uncorrected, this would be read as 2.04 eV. A collection cone of half-angle 0.05 rad changes the width by $-0.036\%$, since the first-order changes on its two sides cancel.

Light scattered by gas atoms is a larger obstacle. Laser light scattered by windows and walls has the same unshifted wavelength and adds to it; its amount depends on the apparatus, can exceed the Rayleigh light, and is not included in the numbers below. An atom of polarizability volume $a_v$ has the Rayleigh cross-section $(2\pi/\lambda)^4a_v^2$ per steradian for this polarization. Taking a round $a_v=1.6$ \AA$^3$ (argon at 532 nm has about 1.67 \AA$^3$, which raises the cross-section and the ratio below by about 10\%) gives $4.98\times10^{-28}$ cm$^2$/sr, against $7.94\times10^{-26}$ cm$^2$/sr for an electron. The gas density at 10 mTorr and 400 K is $2.41\times10^{14}$ cm$^{-3}$, so
\begin{equation}
\frac{\text{Rayleigh}}{\text{Thomson}}
=\frac{2.41\times10^{14}\times4.98\times10^{-28}}{10^{12}\times7.94\times10^{-26}}=1.51 .
\end{equation}
For atoms of mass 40 u, thermal motion alone makes the Rayleigh line 0.0017 nm wide; the laser linewidth and the instrument broaden it further. Most of it can be blocked by a central mask. A mask covering $\pm0.5$ nm also removes 26\% of the Thomson light, including the peak. With the Gaussian instrument profile above, about 2\% of the Rayleigh light still passes this mask, and at its edge the Rayleigh signal is 0.7 of the Thomson signal. If this leakage is not subtracted, an equally weighted least-squares Gaussian fit outside the mask, corrected for the instrument width, gives about 1.76 eV for a 2 eV Maxwellian when it has no baseline term and extends to $\pm5$ nm or beyond; a shorter range or a free baseline lowers the value further. Widening the mask to $\pm0.8$ nm lowers the signal ratio at the edge to 0.01, but removes about 40\% of the Thomson light. The ratio of 0.01 relies on the Gaussian instrument profile; a real profile with stronger wings lets more light past the mask. The peak height, and with it the half-maximum level, must then be inferred by fitting an assumed line shape to the unmasked part of the spectrum. The error from a wrong shape depends on the fit: an equally weighted least-squares Gaussian fit to the Druyvesteyn profile outside $\pm0.5$ nm gives about 2.3 eV when it has no baseline term and extends to $\pm5$ nm or beyond, and about 2.5 eV when it stops at $\pm3$ nm, not the 2.79 eV read from its half-width.

Electron--atom collisions do not affect the line appreciably. For a round cross-section of $10^{-15}$ cm$^2$ the free path $\ell$ is 4.1 cm and $k\ell=6.9\times10^5$, so an electron moves freely over many periods of the phase $\mathbf k\cdot\mathbf r$. The same collisions let the laser heat the electrons. A classical estimate for a 100 mJ, 6 ns pulse in a 1 mm spot gives a rise of about $10^{-5}$ eV. It is an order of magnitude at best: the collision cross-section is a round value; the photon energy, 2.33 eV, exceeds $k_BT$, so the classical formula is outside its range and quantum effects can change it by a factor of about two; and an electron crosses the spot in about 1 ns, less than the pulse length, which lowers the local rise. Collisions with ions are left out; at this density their contribution is smaller. Photoionization of excited atoms depends on the gas and is not included; a measured width and signal per unit pulse energy that stay constant as the pulse energy is varied argue against such disturbance.

Correlations and relativistic terms are negligible for these conditions. Rayleigh or stray laser light that is neither blocked nor subtracted can spoil the measurement altogether. Once it is removed, a departure from the Maxwellian distribution can change the inferred temperature most among the systematic effects computed here, but its size and sign in a given plasma depend on the actual distribution, in the bulk as well as in the fast tail. Photon noise sets a separate, random limit. With $N$ detected Thomson photons and no background, the relative error of the temperature is at best $\sqrt{2/N}$. A 100 mJ pulse sends only about 170 such photons from 1 cm of beam into the cone considered above, which means at least 11\% for one pulse even with perfect detection, so many pulses must be added. The numerical output lists the main values used here.

\section*{Computed results}
\begin{verbatim}
laser wavelength: 532 nm
scattering angle: 90 degrees
electron temperature: 2 eV
electron rest energy: 510999 eV
kT/(m c^2): 3.914e-06
scattering wavenumber k: 1.67e+07 1/m
thermal speed sqrt(kT/m): 5.931e+05 m/s
thermal speed / c: 0.001978
standard deviation of spectrum: 1.488 nm
1/e half-width: 2.105 nm
FWHM, formula: 3.505 nm
FWHM, full Doppler quadrature: 3.5049 nm
lower half-maximum wavelength: 530.247 nm
upper half-maximum wavelength: 533.753 nm
FWHM at 1 eV: 2.478 nm
simulated field correlation, k v t = 0: 0.982
simulated field correlation, k v t = 1: 0.589
simulated field correlation, k v t = 2: 0.106
electron density: 1e+12 cm^-3
Debye length: 10.51 um
alpha = 1/(k Debye length): 0.005695
collective change of FWHM: 0.00418 %
alpha for 1% change of FWHM: 0.0881
density for 1% change of FWHM: 2.39e+14 cm^-3
midpoint shift, order v/c: -0.00752 nm
midpoint shift, quadrature: -0.00752 nm
Compton recoil shift: 0.00243 nm
Druyvesteyn/Maxwell width ratio: 1.181
Druyvesteyn FWHM, same mean energy: 4.14 nm
temperature misread from it: 2.79 eV
instrument FWHM: 0.5 nm
FWHM with instrument: 3.54 nm
temperature if not corrected: 2.041 eV
collection cone half-angle: 0.05 rad
cone change of FWHM: -0.036 %
gas pressure: 10 mTorr
gas temperature: 400 K
gas density: 2.41e+14 cm^-3
model polarizability volume: 1.6 angstrom^3
model gas atom mass: 40 u
Thomson cross-section: 7.941e-26 cm^2/sr
Rayleigh cross-section: 4.98e-28 cm^2/sr
Rayleigh/Thomson light: 1.51
Rayleigh line FWHM: 0.0017 nm
mask half-width: 0.5 nm
Thomson light lost in mask: 26.3 %
model collision cross-section: 1e-15 cm^2
electron free path: 4.1 cm
k times free path: 6.9e+05
laser pulse energy: 100 mJ
laser pulse length: 6 ns
laser spot diameter: 1 mm
laser heating of electrons: 1e-05 eV
\end{verbatim}
